# Set Voltage of an Electrochemical Metallization Cell under a Linear Ramp

Suppose that set voltages have been measured at several sweep rates and are to supply the kinetic parameters of a memory-cell simulation. One must decide which sweep rates belong in a straight-line fit of set voltage against the logarithm of the rate. The slope is read as a transfer coefficient, and the line is then extrapolated to programming conditions. Both uses are sound only within a window of rates, whose two ends follow from the charge balance below.

## Model and conventions

An electrochemical metallization cell has an active electrode, such as silver, an ion-conducting film and an inert counter-electrode. Under bias the active metal dissolves, its ions cross the film, and they are reduced on a growing metal filament. The cell switches on when the filament bridges the gap.

Let $V$ be the applied voltage, positive when it drives deposition. Four assumptions define the basic model.

1. Switching occurs when a fixed Faradaic charge $Q$ has been used to deposit metal. Electronic leakage and capacitive charging do not count towards $Q$.
2. The whole voltage acts as overpotential at the filament tip, where charge transfer limits the current.
3. The deposition current is exponential in voltage,
$$I(V)=I_0e^{V/V_0},\qquad V_0=\frac{kT}{\alpha ze}. \tag{1}$$
Here $I_0$ is the exchange current, $\alpha$ the transfer coefficient, $z$ the ion charge number, $e$ the elementary charge, $k$ Boltzmann's constant and $T$ the temperature.
4. The voltage is $V=\nu t$ with constant $\nu>0$, starting from zero with no charge yet deposited. $Q$, $I_0$, $V_0$ and $T$ stay constant during the ramp.

Equation (1) is the forward part of the Butler–Volmer law. It gives a current $I_0$ at $V=0$, where equilibrium requires none. The result derived from it is therefore exact for the stated model but unphysical at slow rates, and the reverse reaction is restored further on.

## The set voltage

Let $t_s$ be the switching time and $V_s=\nu t_s$ the set voltage. The charge condition is

$$\int_0^{t_s}I(\nu t)\,dt=Q. \tag{2}$$

Since $V=\nu t$, we have $dt=dV/\nu$. Changing the variable and multiplying by $\nu$ gives

$$\int_0^{V_s}I(V)\,dV=\nu Q. \tag{3}$$

The current is positive, so the left side rises steadily with $V_s$. It starts at zero and grows without limit, so there is one solution for each rate. Inserting (1),

$$I_0V_0\left(e^{V_s/V_0}-1\right)=\nu Q. \tag{4}$$

The $-1$ comes from the lower limit of the integral. Divide by $I_0V_0$, add one and take the logarithm:

$$V_s=V_0\ln(1+r),\qquad r=\frac{\nu}{\nu_0},\qquad \nu_0=\frac{I_0V_0}{Q}. \tag{5}$$

The rate $\nu_0$ separates two regimes. For $r\ll1$, $\ln(1+r)\approx r$ and $V_s\approx\nu Q/I_0$: the current hardly changes from $I_0$, and the cell switches after the time $Q/I_0$. This is the unphysical branch.

For fast sweeps, take $r$ out of the logarithm:

$$V_s=V_0\ln r+V_0\ln\left(1+\frac1r\right). \tag{6}$$

Because $0<\ln(1+x)<x$ for $x>0$, the last term lies between zero and $V_0/r$. Hence

$$V_s\simeq V_0\ln\frac{\nu}{\nu_0}\qquad(\nu\gg\nu_0). \tag{7}$$

The slope at any rate follows from (5). Since $dr/d\ln\nu=r$ and $\ln\nu=\ln10\,\log_{10}\nu$,

$$\frac{dV_s}{d\log_{10}\nu}=V_0\ln10\,\frac{r}{1+r}. \tag{8}$$

The slope approaches $V_0\ln10=kT\ln10/(\alpha ze)$ from below. Without series resistance, a fit that includes rates near $\nu_0$ therefore gives too small a slope, and so too large an apparent $\alpha z$.

The logarithm arises because most of the charge passes near the end of the ramp. By (4), the fraction passed at voltage $V$ is $(e^{V/V_0}-1)/r$. At $V=V_s-V_0$ this equals $[(1+r)/e_{\rm n}-1]/r$, where $e_{\rm n}=2.718\ldots$, and it tends to $1/e_{\rm n}$ for large $r$. About 63% of the charge then passes within the last interval $V_0$.

This also connects ramps with pulses. At a constant voltage equal to $V_s$, the switching time would be

$$t_p=\frac{Q}{I_0e^{V_s/V_0}}=\frac{Q}{I_0(1+r)}=\frac{V_0}{\nu}\,\frac{r}{1+r}. \tag{9}$$

The last step uses $Q/I_0=V_0/\nu_0=V_0r/\nu$. As long as series resistance is negligible, a fast ramp thus corresponds to a pulse of length $V_0/\nu$ and height $V_s$, at the same temperature and with the same $Q$ and $I_0$.

Equation (5) contains $Q$ and $I_0$ only through their ratio, so fitting it to set voltages cannot separate them. For a cylindrical filament of cross-section $A$, gap $h$ and atomic density $n$, with exchange current density $j_0$,

$$Q=zenAh,\qquad I_0=j_0A,\qquad \frac{Q}{I_0}=\frac{zenh}{j_0}. \tag{10}$$

The cross-section cancels: a thicker filament needs more charge but collects proportionally more current.

## The slow end: reverse reaction

Restoring the dissolution of the filament makes the current vanish at $V=0$. For $\alpha=1/2$ the forward and reverse exponents are equal in size, and

$$I=I_0\left(e^{V/V_0}-e^{-V/V_0}\right)=2I_0\sinh\frac{V}{V_0}. \tag{11}$$

$Q$ is now the net deposited charge. Condition (3) holds for any current law that depends on voltage alone, so

$$2I_0V_0\left(\cosh\frac{V_s}{V_0}-1\right)=\nu Q. \tag{12}$$

Dividing by $2I_0V_0$ turns the right side into $r/2$, and therefore

$$V_s=V_0\,\mathrm{arccosh}\left(1+\frac r2\right). \tag{13}$$

For small $r$, $\cosh x\approx1+x^2/2$ gives $V_s\approx V_0\sqrt r$. In this model, which places equilibrium at $V=0$, the set voltage still goes to zero with the rate, but as a square root, and it lies above the value from (5) because the early net current is smaller.

For large $r$, use $\mathrm{arccosh}\,y=\ln(y+\sqrt{y^2-1})$ with $y=1+r/2$. Then $y^2-1=r+r^2/4$, whose root is approximately $r/2+1$. The argument of the logarithm becomes $r+2$, compared with $r+1$ in (5), so the logarithmic law survives.

The same holds for other $\alpha$ between 0 and 1. The reverse current is $I_0\exp[-(1-\alpha)V/(\alpha V_0)]$, and its integral from zero to any voltage is less than $I_0V_0\alpha/(1-\alpha)$. Subtracting it in (4) shows that $e^{V_s/V_0}$ lies between $r+1$ and $r+1/(1-\alpha)$. At fixed $\alpha$ the difference is negligible for large $r$.

## The fast end: series resistance

A fast ramp switches at a larger current, because the same charge must pass in less time. Ion transport through the film then takes part of the voltage. With a constant series resistance $R$ and the forward current (1), the applied voltage is

$$V=V_0\ln\frac{I}{I_0}+IR. \tag{14}$$

This cannot be solved for $I$ in elementary functions, but condition (3) can be integrated over current instead. From (14), $dV=(V_0/I+R)\,dI$, so $I\,dV=(V_0+RI)\,dI$. Let $I_i$ be the current at $V=0$ and $I_s$ the current at switching. Then

$$V_0(I_s-I_i)+\frac R2(I_s^2-I_i^2)=\nu Q. \tag{15}$$

Collect the known terms in $K=\nu Q+V_0I_i+RI_i^2/2$. The positive root of $RI_s^2/2+V_0I_s-K=0$ is

$$I_s=\frac{-V_0+\sqrt{V_0^2+2RK}}{R}. \tag{16}$$

Putting $I_s$ into (14) gives the set voltage. The starting current solves $V_0\ln(I_i/I_0)+I_iR=0$, and it is close to $I_0$ when $I_0R\ll V_0$.

For weak resistance, expand (16) to $I_s\approx(K/V_0)[1-RK/(2V_0^2)]$. The logarithm in (14) then falls by $RK/(2V_0)$, while the ohmic term adds $RK/V_0$. The net shift is

$$\Delta V_s\approx\frac{RK}{2V_0}\approx\frac{R\nu Q}{2V_0}\qquad(\nu_0\ll\nu\ll\nu_R),\qquad \nu_R=\frac{V_0^2}{RQ}. \tag{17}$$

This is half the final ohmic drop. For $\nu\gg\nu_R$, (16) gives $I_s\approx\sqrt{2\nu Q/R}$, and the ohmic term eventually dominates: $V_s\to\sqrt{2\nu QR}$. The logarithmic window lies between $\nu_0$ and $\nu_R$, and its width is

$$\frac{\nu_R}{\nu_0}=\frac{V_0}{I_0R}. \tag{18}$$

## A silver cell

Consider a formed cell at 300 K, in which a silver stub remains and 10 nm must still be bridged. The filament is a cylinder 2 nm in diameter, with $\alpha=0.5$ and $z=1$. The exchange current density is $10^{-3}$ A/cm² and the ionic conductivity $10^{-3}$ S/cm. These are round model values. Silver enters through its ion charge and atomic density: 10.5 g/cm³ and 107.87 g/mol give $n=5.862\times10^{22}$ cm⁻³.

The cross-section is $\pi(1\ \mathrm{nm})^2=3.142$ nm², so the missing cylinder holds $58.62\times3.142\times10=1842$ atoms. Hence

$$Q=1842\,e=2.951\times10^{-16}\ \mathrm C,\qquad I_0=3.142\times10^{-17}\ \mathrm A.$$

Their ratio is 9.392 s. With $V_0=51.70$ mV, the crossover rate is $\nu_0=51.70/9.392=5.505$ mV/s, and the limiting slope is 119.1 mV per decade. At 1 V/s, $r=181.6$ and

$$V_s=51.70\ln(182.6)=269\ \mathrm{mV}=0.269\ \mathrm V.$$

The table compares the three expressions, all without series resistance. Voltages are in mV.

| $\nu$ (V/s) | Eq. (5) | Eq. (7) | Eq. (13) |
|---:|---:|---:|---:|
| 0.001 | 8.6 | −88.2 | 21.9 |
| 0.01 | 53.5 | 30.9 | 65.3 |
| 0.1 | 152.7 | 149.9 | 155.2 |
| 1 | 269.3 | 269.0 | 269.5 |
| 10 | 388.0 | 388.0 | 388.1 |
| 100 | 507.1 | 507.1 | 507.1 |

At 0.001 V/s the logarithmic law is negative, which has no meaning here, and the reverse reaction raises the exponential result by a factor of about 2.5. From 1 V/s upwards the three columns agree within 0.6 mV.

The fitting error at the slow end can be read from the table. Between 0.01 and 0.1 V/s, Eq. (5) rises by 99.2 mV. Interpreted as $V_0\ln10$, this would give $\alpha z=0.5\times119.1/99.2=0.60$ instead of 0.50. With the reverse reaction the error is larger: Eq. (13) rises by only 89.9 mV, which would give 0.66.

For the fast end, take the resistance of a film column as wide as the filament and as long as the initial gap, $R=h/(\sigma A)=3.18\times10^{10}$ Ω, where $\sigma$ is the ionic conductivity. For an ohmic film this is an upper estimate, since the gap shrinks and the ions can use a wider region. Equation (17) gives $\nu_R=285$ V/s. With this $R$, Eqs. (14)–(16) give 269.3 mV at 1 V/s, 515.5 mV at 100 V/s and 1050 mV at $10^4$ V/s. Without it, the last value would be 745 mV. The two fastest points would suggest a slope of 267 mV per decade and an apparent $\alpha z$ of 0.22. These numbers depend on the geometry assumed for $R$. A column resistance that shrinks with the remaining gap gives 924 mV at $10^4$ V/s and an apparent $\alpha z$ of 0.29, and the spreading resistance $1/(4\sigma a)=2.5\times10^9$ Ω of a disc of radius $a=1$ nm gives 796 mV and 0.41. With the constant column, the current density at $10^4$ V/s is also about 15 times $\sigma kT/(eh)$, so a film with mobile counter-ions could be depleted of metal ions there and would no longer be ohmic. For these parameters, a fit from about 0.1 V/s to a few tens of volts per second stays inside the window.

The equivalent pulse at 1 V/s has a length $V_0/\nu$ of about 52 ms at 269 mV. It must not be carried over to another temperature without changing $I_0$ and $V_0$.

## Other effects and real cells

**Temperature.** Let $I_0$ be thermally activated with a rough energy of 0.6 eV, and keep $Q$ and the rate of 1 V/s fixed. Heating from 300 to 358 K multiplies $I_0$ by $\exp[(0.6\ \mathrm{eV}/k)(1/300-1/358)]=43.0$, with temperatures in kelvin, and raises $V_0$ in proportion to $T$. Then $r$ falls to 3.54. Equation (13) gives 104 mV, compared with 270 mV at 300 K. At such a small $r$ the reverse reaction matters again: without it the result would be 93 mV.

**Filament curvature.** Equation (11) puts equilibrium at $V=0$, as for flat metal. Lengthening a cylinder of radius $a$ creates side wall with interface energy $\gamma$, which shifts the equilibrium to $V_e=2\gamma/(naze)$. For $a=1$ nm this is 64 mV at $\gamma=0.3$ J/m² and 256 mV at 1.2 J/m², comparable with the set voltages above. Below $V_e$ the filament dissolves instead of growing, so the set voltage cannot fall to zero at slow rates. Replacing $V$ by $V-V_e$ in (11) at unchanged $I_0$ leaves the limiting slope as it is but raises the set voltage, to 334 mV at 1 V/s for $\gamma=0.3$ J/m², and moves the slow end of the window to higher rates. The table and the lower fit limit of 0.1 V/s neglect this shift.

**Nucleation.** An unformed cell may need a nucleus before deposition can begin. If deposition starts at a voltage $V_n$, the lower limit in (3) becomes $V_n$, and (4) changes to

$$V_s=V_0\ln\left(e^{V_n/V_0}+r\right). \tag{19}$$

A nucleation voltage several $V_0$ below the value from (5) has little effect in the fast regime. If $V_n$ equals that value, then $e^{V_n/V_0}=1+r$, and the shift is $V_0\ln[(1+2r)/(1+r)]$, or 36 mV at 1 V/s. If $V_n$ is much higher, nucleation sets the switching voltage and the slope no longer measures $V_0$.

**Ion number.** Treat the deposited ions as independent arrivals with mean rate $I/(ze)$, and let switching occur at arrival number $N=Q/(ze)$. The expected count at that moment fluctuates by $\sqrt N$, so the effective charge has relative spread $1/\sqrt N$. Since $dV_s=V_0\,dr/(1+r)$,

$$\delta V_s\approx V_0\,\frac{r}{(1+r)\sqrt N}. \tag{20}$$

At 1 V/s this is 1.20 mV. A simulation of 2000 ramps, with Poisson-distributed arrivals in voltage steps of 0.2 mV, gave 1.17 mV. In this model, a much larger spread between cycles would need another source, such as a changing gap.

**Tunnelling before contact.** Suppose that, in the ramp at 1 V/s, the cell counts as switched at an electronic current $I_t=100$ nA. Estimate the tunnel conductance as $MG_0e^{-2\kappa g}$, where $g$ is the remaining gap, $G_0=2e^2/h_{\rm P}$ and $h_{\rm P}$ is Planck's constant. The channel number is $M=Ak_F^2/(4\pi)$ with $k_F=(3\pi^2n)^{1/3}$, taking one conduction electron per silver atom. For a barrier $\phi=3$ eV, lowered on average by half the applied voltage, $\kappa=\sqrt{2m_e(\phi-eV_s/2)}/\hbar$. Then

$$g=\frac{1}{2\kappa}\ln\frac{MG_0V_s}{I_t}=0.51\ \mathrm{nm}. \tag{21}$$

The required charge falls by the fraction $g/h$, about 5%, which lowers the set voltage by 2.7 mV. The prefactor is rough, and the free-electron mass and the 3 eV barrier are assumptions. A single channel would give 1.6 mV, an effective mass of $0.4m_e$ with a 1 eV barrier 8 mV, and $0.2m_e$ with 0.5 eV about 20 mV, so only the order of magnitude is meaningful.

**Electrodes, field and measured charge.** Let the silver electrode be 1000 nm wide, with the same $j_0$ and a uniform current. Its area is 250,000 times that of the tip, and inverting (11) gives, without series resistance, an overpotential of 0.02 mV at 1 V/s and 1.9 mV at 100 V/s. Spread over the full 10 nm, the set voltages in the table at these rates correspond to mean fields of 0.27 and 0.51 MV/cm, far below the roughly 10 MV/cm that good silica withstands. This applies only away from the filament. In front of the tip the gap is nearly closed when these voltages are reached: voltage divided by remaining gap is 2.6 and 5.0 MV/cm at 1 nm, and 5.2 and 9.9 MV/cm at 0.51 nm. In the model nearly all the voltage falls at the tip interface, where the local field is higher still.

If the film were a plain dielectric of relative permittivity 4, the electrodes would form a capacitor of 2.78 fF. At 269 mV it would hold $7.5\times10^{-16}$ C, about 2.5 times $Q$. In an ion conductor, mobile ions screen the interior and the voltage falls across thin layers at the interfaces, whose capacitance is usually larger. Integrating the external current therefore overestimates the charge deposited on the filament unless capacitive charging, electronic leakage and any deposition beside the filament are removed.

**Comparison with real cells.** Silver and copper cells can switch at a few tenths of a volt, and the example lies in that range. This does not test the model, because the exchange current density and the conductivity were chosen as round values, and both can differ by orders of magnitude between electrolytes. In the logarithmic regime, a tenfold error in $Q/I_0$ moves the set voltage by 119 mV at 300 K, while a tenfold lower conductivity reduces $\nu_R$ tenfold. With reverse reaction and column resistance, the local slope stays within 10% of $V_0\ln10$ over 2.8 decades of rate at $10^{-3}$ S/cm, about one decade at $10^{-5}$ S/cm and less than half a decade at $10^{-6}$ S/cm. By (18) the window closes when $I_0R$ reaches $V_0$, here near $2\times10^{-8}$ S/cm, and in poorer ion conductors the slope does not measure $\alpha z$. Real filaments also need not be cylinders. A cone with the same base and height contains one third of the metal, but this alone does not lower the set voltage. If the growing face at height $x$ has area $A(x)$, the balance $zenA(x)\,dx=j_0A(x)e^{V/V_0}dt$ loses $A(x)$, so without series resistance the front advances at the same speed for any taper and (5) holds with $Q/I_0$ from (10). Only if $I_0$ stayed fixed at its value for the base would the set voltage in the logarithmic regime fall by about $V_0\ln3$, or 57 mV. The logarithm softens errors in the gap and in $j_0$, but it does not remove the need to know the temperature, the resistance and the step that limits growth.
